# Unequal Electrode Work Functions: Rounded Transition and Lost Polarity in Ferroelectric Films

## Definitions and conventions

SI units are used throughout, because they are the natural ones for ferroelectric devices. An insulating ferroelectric film fills $0<z<d$. Electrode 1 lies at $z<0$ and electrode 2 at $z>d$. The polarization $P$ is uniform and points along the normal, positive from 1 to 2. The electric displacement in the film is $D=\varepsilon_bE+P$, where $\varepsilon_b$ is the background permittivity, that is, the response not contained in $P$.

The film alone has the Landau energy density

$$F(P)=\tfrac12\alpha P^2+\tfrac14\beta P^4,\qquad \alpha=\alpha_0(T-T_0),\quad \alpha_0,\beta>0 .$$

The positive $\beta$ makes the transition of a thick film continuous. Strain and clamping by the substrate are included in $T_0$ and $\beta$. The treatment is mean-field theory.

Electrode $i$ has screening length $\lambda_i$, permittivity $\varepsilon_i$ and effective work function $W_i$. The word "effective" means that $W_i$ includes the interface dipole, assumed independent of $P$. Define

$$s=\frac{\lambda_1}{\varepsilon_1}+\frac{\lambda_2}{\varepsilon_2},\qquad L=d+\varepsilon_bs,\qquad V_b=\frac{W_2-W_1}{e},$$

with $e>0$. The applied voltage $V$ is that of electrode 1 relative to electrode 2. I take $V_b>0$; the opposite sign exchanges the roles of $P$ and $-P$.

The result at short circuit, $V=0$, is that the energy per film volume is, up to a constant,

$$g(P)=F(P)+\frac{s}{2L}P^2-\frac{V_b}{L}P. \tag{1}$$

The odd term rounds the transition. At fixed $T<T_0$ it also removes the state with $P<0$ for all $d\le d^*$, provided that $\varepsilon_b\alpha_0(T_0-T)<1$. "Removed" refers to zero applied voltage: $V=-V_b$ restores the symmetry.

## Electrostatics of the short-circuited film

The electrochemical potential of electrons in electrode $i$ is $-e\phi_i-W_i$, with $\phi_i$ the potential deep inside, on the scale that defines $W_i$. A voltage source fixes the difference:

$$-\frac{1}{e}\left[(-e\phi_1-W_1)-(-e\phi_2-W_2)\right]=V
\;\Rightarrow\;\phi_1-\phi_2=V+V_b\equiv U .$$

At $V=0$ and $P=0$ the metal with the lower work function has given electrons to the other and is positive, and the field in the film points from 1 to 2. A nonzero $P$ changes the electrode charges and the field, and can reverse their signs.

Inside an electrode, let $\delta\phi$ be the deviation from the deep potential. Linear Thomas–Fermi screening gives the charge density $\rho=-(\varepsilon_i/\lambda_i^2)\,\delta\phi$, so Poisson's equation is $\delta\phi''=\delta\phi/\lambda_i^2$. The decaying solution in electrode 1 is $\delta\phi=\delta\phi_s e^{z/\lambda_1}$. Its surface displacement, $-\varepsilon_1\delta\phi_s/\lambda_1$, must equal $D$. Hence $\delta\phi_s=-D\lambda_1/\varepsilon_1$: the potential falls by $D\lambda_1/\varepsilon_1$ on the way to the film. In electrode 2 the decay is $e^{-(z-d)/\lambda_2}$, and the same argument gives a further fall $D\lambda_2/\varepsilon_2$. All falls together make up $U$:

$$Ed+s(\varepsilon_bE+P)=U\;\Rightarrow\; E=\frac{U-sP}{L}. \tag{2}$$

## Energy and the odd term

The energy per area has three parts besides $dF$.

1. The field in the film contributes $d\,\varepsilon_bE^2/2$.
2. Each electrode stores field energy and electron-gas energy. With $|\rho|=(D/\lambda_i)e^{-x/\lambda_i}$ at depth $x$, the field part is $\int_0^\infty (D^2/2\varepsilon_i)e^{-2x/\lambda_i}dx=D^2\lambda_i/4\varepsilon_i$. The electron-gas part, $\int_0^\infty\rho^2\lambda_i^2/(2\varepsilon_i)\,dx$, has the same value. The two electrodes together give $sD^2/2$.
3. The charge $D$ on electrode 1 is made by moving $D/e$ electrons per area from 1 to 2. Each costs $W_1-W_2$, in total $-DV_b$. The source supplies the work $DV$, which is subtracted. The sum is $-DU$.

Therefore

$$G=dF+\tfrac12d\varepsilon_bE^2+\tfrac12s(\varepsilon_bE+P)^2-(\varepsilon_bE+P)U .$$

Collecting powers of $E$, with $d\varepsilon_b+s\varepsilon_b^2=\varepsilon_bL$,

$$G=dF+\tfrac12\varepsilon_bLE^2-\varepsilon_b(U-sP)E+\tfrac12sP^2-PU .$$

The minimum over $E$ at fixed $P$ reproduces (2). Inserting it gives

$$G=dF-\frac{\varepsilon_b(U-sP)^2}{2L}+\tfrac12sP^2-PU .$$

In the expanded square, the $P^2$ term changes $s/2$ into $(s/2)(1-\varepsilon_bs/L)$, and the cross term changes $-PU$ into $-PU(1-\varepsilon_bs/L)$. Since $1-\varepsilon_bs/L=d/L$,

$$\frac Gd=F+\frac{s}{2L}P^2-\frac{U}{L}P-\frac{\varepsilon_bU^2}{2Ld}. \tag{3}$$

The last term does not depend on $P$. At $V=0$ this is (1). The even addition is the depolarization energy left by imperfect screening. The odd addition is that of a built-in field $E_b=V_b/L$. Different screening lengths with equal work functions change $s$ but give no odd term, as long as screening is linear.

The odd part of $G$, namely $-PV_bd/L$, was tested on a discretized metal–film–metal stack with one common Fermi level. In dimensionless units with $e=1$, the inputs were $\lambda_{1,2}=1,\,1.5$; $\varepsilon_{1,2}=1.3,\,2.1$; $\varepsilon_b=2$; $d=5$; $W_{1,2}=0.4,\,1.1$; $P=0.8$. The stack energy and the formula both give $-0.35145$.

## Rounding of the transition

Combine the quadratic terms:

$$A=\alpha+\frac sL=\alpha_0(T-T_c),\qquad T_c=T_0-\frac{s}{\alpha_0L}.$$

The stationary states at $V=0$ satisfy

$$AP+\beta P^3=E_b. \tag{4}$$

Without bias, $T_c$ would be the transition temperature of the uniform film. With $E_b>0$, $P=0$ is no longer a solution at any temperature. For $P>0$, divide (4) by $P$:

$$A=\frac{E_b}{P}-\beta P^2,\qquad \frac{dA}{dP}=-\frac{E_b}{P^2}-2\beta P<0 .$$

As $P$ runs from $0$ to $\infty$, $A$ runs from $+\infty$ to $-\infty$ without turning. Each temperature therefore has one positive solution, and because the slope never vanishes, $P(T)$ is smooth. The solution is a minimum, since

$$g''=A+3\beta P^2=\frac{E_b}{P}+2\beta P^2>0 .$$

It is also the lowest uniform state, because $g(|P|)-g(-|P|)=-2E_b|P|<0$. No singularity remains in the uniform equilibrium state.

Three regimes follow from (4). Far above $T_c$, $P\simeq E_b/A$. At $T_c$, where $A=0$, $P=(E_b/\beta)^{1/3}$. Far below $T_c$, write $P=\sqrt{-A/\beta}+\delta$. To first order in $\delta$, (4) gives $(A+3\beta P^2)\delta=-2A\,\delta=E_b$, so $\delta=E_b/(-2A)$.

Define the susceptibility as $\chi=dP/d(V/L)$. With voltage applied, the right side of (4) becomes $(V+V_b)/L$, so $1/\chi=A+3\beta P^2$. At $V=0$,

$$\frac1\chi=\frac{E_b}{P}+2\beta P^2 .$$

This is smallest where $-E_b/P^2+4\beta P=0$, that is at

$$P_m=\left(\frac{E_b}{4\beta}\right)^{1/3}.$$

Replacing $E_b$ by $4\beta P_m^3$ gives $1/\chi=4\beta P_m^2+2\beta P_m^2$ and $A=4\beta P_m^2-\beta P_m^2$. The peak is therefore

$$\chi_{\max}=\frac{1}{6\beta P_m^2},\qquad T_m=T_c+\frac{3\beta P_m^2}{\alpha_0}. \tag{5}$$

It is finite and lies above $T_c$. Its height scales as $E_b^{-2/3}$ and its shift from $T_c$ as $E_b^{2/3}$. As $E_b\to0$ the divergence at $T_c$ returns for the uniform film. At very weak bias the film's own curvature $\alpha+3\beta P^2$ is negative near $T_c$, and a large in-plane permittivity can then let domains form first.

## When the opposite polarity exists

Consider $h(P)=AP+\beta P^3$ for $P<0$. If $A\ge0$, $h$ is negative there and cannot equal $E_b$. If $A<0$, $h$ has a maximum where $A+3\beta P^2=0$, at $P_f=-\sqrt{-A/3\beta}$. There $\beta P_f^2=-A/3$, so

$$h(P_f)=P_f\left(A-\frac A3\right)=\frac{2A}{3}P_f=\frac{2(-A)^{3/2}}{3\sqrt{3\beta}}\equiv E_c. \tag{6}$$

For $E_b<E_c$ there are two negative solutions. The outer one has $h'=g''>0$ and is a metastable state. At $E_b=E_c$ the two merge into an inflection of $g$, and for $E_b>E_c$ there is none.

At fixed thickness, squaring $E_b=E_c$ gives $(-A)^3=27\beta E_b^2/4$. The second well exists only below

$$T^*=T_c-\frac{3}{\alpha_0}\left(\frac{\beta E_b^2}{4}\right)^{1/3}. \tag{7}$$

With voltage applied, $E_b$ is replaced by $(V+V_b)/L$, and each well is lost when this reaches $\pm E_c$. The edges of the uniform-switching loop are

$$V_\pm=-V_b\pm LE_c. \tag{8}$$

The loop is shifted by $-V_b$. One polarity is absent at short circuit when both edges have the same sign.

## The thickness below which one polarity is lost

Fix $T<T_0$ and put $a=\alpha_0(T_0-T)>0$, $x=1/L$. Then $-A=a-sx$ and $E_b=V_bx$. Squaring $E_b=E_c$ gives

$$\frac{27\beta}{4}V_b^2x^2=(a-sx)^3. \tag{9}$$

On $0<x<a/s$ the left side rises from zero, while the right side falls from $a^3$ to zero. There is one root $x^*$, and the critical thickness is

$$d^*=\frac1{x^*}-\varepsilon_bs .$$

Since $1/x^*>s/a$, the condition $\varepsilon_ba<1$ ensures $d^*>0$. For thinner films $x>x^*$. Then either $E_b>E_c$, or $x\ge a/s$ and $A\ge0$; in both cases no negative state exists. For thicker films $E_b<E_c$ and both polarities exist.

Three limits show what controls $d^*$.

**Perfect screening, $s=0$.** Then $d^*=V_b/E_c^{(0)}$, where $E_c^{(0)}=2a^{3/2}/(3\sqrt{3\beta})$ is the intrinsic coercive field of a thick film. Loss of one polarity does not need a depolarizing field.

**Equal work functions, $V_b=0$.** Then $x^*=a/s$ and $d^*=s(1/a-\varepsilon_b)$. This is the critical thickness of the symmetric uniform film, where both polarities vanish together.

**Weak bias with $s>0$.** Setting $x\simeq a/s$ on the left of (9) gives

$$a-sx^*\simeq3\left(\frac{\beta V_b^2a^2}{4s^2}\right)^{1/3},$$

valid while the right side is much smaller than $a$. The shift from the symmetric value starts as $V_b^{2/3}$, so a small work-function difference has a disproportionate effect.

The sensitivity to $V_b$ follows from the logarithm of $E_b=E_c$, which reads $\ln V_b=\ln L+\tfrac32\ln(a-s/L)+\text{const}$. Hence

$$\frac{d\ln V_b}{d\ln L^*}=1+\frac{3}{2}\,\frac{s/L^*}{a-s/L^*}\ge1 . \tag{10}$$

A small relative error in $V_b$ gives at most the same relative error in $L^*$.

## Worked example

The parameters are illustrative. They give a polarization of the size found in barium titanate, but the large positive $\beta$ is a choice that lets the quartic energy suffice. Common Landau expansions of that material give a small or negative quartic term in a clamped film and rely on higher orders, so the thicknesses below are not predictions for it. The values are $T_0=700$ K, $\alpha_0=7.5\times10^5$ m/(F K), $\beta=4\times10^9$ m$^5$/(C$^2$F), $\varepsilon_b=7\varepsilon_0$ and $V_b=0.30$ V. The total effective screening length $s\varepsilon_0$ is 0.10 Å, so $s=1.129$ m$^2$/F.

At 300 K, $a=7.5\times10^5\times400=3.0\times10^8$ m/F. The thick film has $P_0=\sqrt{a/\beta}=27.4$ µC/cm² and $E_c^{(0)}=0.316$ MV/cm. The condition for $d^*$ holds, since $\varepsilon_ba=0.019$. The correction $\varepsilon_bs$ is 0.07 nm.

Equation (9) gives $d^*=14.7$ nm. To verify it, take $L^*=14.76$ nm. Then $E_b=0.30\ \mathrm V/14.76\ \mathrm{nm}=0.203$ MV/cm. Depolarization takes $s/L^*=0.765\times10^8$ m/F from $a$, leaving the fraction 0.745, and $E_c=0.316\times0.745^{3/2}=0.203$ MV/cm. With the other parameters held fixed, $s=0$ gives 9.5 nm and $V_b=0$ gives 3.7 nm. Bias and depolarization together thus act at larger thickness than either alone.

Two films on either side of $d^*$ compare as follows.

| Quantity | 20 nm | 10 nm |
|---|---|---|
| $E_b$ (MV/cm) | 0.149 | 0.298 |
| $E_c$, 300 K (MV/cm) | 0.232 | 0.157 |
| $T_c$ (K) | 625 | 550 |
| $T_m$ (K) | 778 | 793 |
| $\chi_{\max}/\varepsilon_0$ | 492 | 311 |
| $T^*$ (K) | 382 | 166 |
| $V_-,V_+$, 300 K (V) | −0.765, 0.165 | −0.458, −0.142 |

At 300 K the 20 nm film has wells at $-20.7$ and $+27.3$ µC/cm². The 10 nm film has one, at $+27.3$ µC/cm². With $V_b=0$ and all else fixed, the 10 nm film would have wells at $\pm21.7$ µC/cm², so depolarization alone does not remove a polarity at this thickness. The bias alone does not either, since the threshold for $s=0$ is 9.5 nm. The loss at 10 nm needs both.

The rounding is broad. In the 20 nm film $P$ is still 15.5 µC/cm² at $T_c$ and 9.8 µC/cm² at the peak, about 150 K higher. Thinning to 10 nm lowers $T_c$ by 75 K but raises $T_m$ by 15 K, because the larger bias shift in (5) outweighs the depolarization shift.

The preferred polarization hardly depends on thickness here. By (2), the film field vanishes at $P=P_0$ if $V_b=sP_0$, and then $P_0$ solves the equation of state for every $d$. In this example $sP_0=0.309$ V happens to lie close to $V_b$. This is an accident of the chosen values.

## Domains and nucleation

The thresholds above concern uniform states. A lower bound limits what domains can change. Let the electrodes respond locally, so that their energy per area is $\lambda_iD_i^2/2\varepsilon_i$ at each point. With no free charge in the film, the lateral average $\bar D$ is the same at both electrodes, and the average of $D_i^2$ is at least $\bar D^2$. Field and gradient energies are non-negative, and $F\ge F_{\min}=-a^2/4\beta$. Any pattern at $V=0$ therefore has

$$G\ge dF_{\min}+\tfrac12s\bar D^2-\bar DV_b\ge dF_{\min}-\frac{V_b^2}{2s}.$$

The uniform preferred state reaches this bound when $V_b=sP_0$. Otherwise it lies above it by some $\Delta$. Walls of energy $\sigma$ and spacing $w$ add about $\sigma d/w$, so a pattern with $w<\sigma d/\Delta$ cannot win.

For the gradient energy $\tfrac12\kappa(\nabla P)^2$, a wall has $\sigma=\int_{-P_0}^{P_0}\sqrt{2\kappa(F-F_{\min})}\,dP$. Since $F-F_{\min}=\tfrac\beta4(P_0^2-P^2)^2$, the integral is $\sqrt{\kappa\beta/2}\,\tfrac43P_0^3$. With a rough $\kappa=10^{-10}$ m³/F this is 12.2 mJ/m². In the 20 nm film, walls of this energy closer than about 7 µm are excluded. The limit is this large because $V_b$ happens to lie close to $sP_0$, which makes $\Delta$ small. With $V_b=0$ the limit is only 6.4 nm, so the bound leaves fine domains open there. The symmetric critical thickness should accordingly be read as a property of the uniform state.

The unfavourable well may also decay before it disappears. A cylindrical nucleus of radius $r$ through the film costs $2\pi rd\sigma-\pi r^2d\,\Delta g$, with $\Delta g$ the difference in $g$ between the wells. The maximum is at $r=\sigma/\Delta g$ and equals $\pi d\sigma^2/\Delta g$. For the 20 nm film at 300 K these are 1.7 nm and 8.0 eV, or about 310 $k_BT$. These numbers assume a wall much thinner than the nucleus. Here the wall width, about $2\sqrt{2\kappa/a}=1.6$ nm, is close to the radius, so the formula gives only a rough scale and the true barrier can be several times lower. The estimate uses the thick-film wall energy and ignores stray fields and defects. Nuclei that do not span the film are not treated and may have a lower barrier, so the estimate does not prove that the unfavourable state is retained.

## Other neglected effects

- **Sixth-order energy.** Adding $\gamma P^6/6$ with a rough $\gamma=10^{10}$ m$^9$/(C$^4$F), at fixed $\alpha$ and $\beta$, moves $d^*$ from 14.7 to 14.9 nm. The change can be much larger in a material where higher orders replace the quartic term instead of adding to it.
- **Nonlinear screening.** In a free-electron electrode with Fermi energy $E_F$, let $u=e\,\delta\phi_s/E_F$ and let $x_l$ be the magnitude of its linear value. Integrating Poisson's equation once gives $\tfrac25[(1+u)^{5/2}-1]-u=\tfrac34x_l^2$, hence $u\simeq\pm x_l-x_l^2/12$. The part even in $D$ breaks the polarity symmetry. For one electrode with half of $s$ and $E_F=2$ eV it is about −1 mV.
- **Space charge.** Charged defects of density $N$ in one half of the film bend the potential there by about $eN(d/2)^2/2\varepsilon=eNd^2/8\varepsilon$, with $\varepsilon=\varepsilon_b+1/(\alpha+3\beta P^2)$ the film's own permittivity, taken in the preferred state at 300 K. For $10^{19}$ cm⁻³ and 20 nm this is 46 mV. It is not a bias shift of that size: the source fixes the total potential drop, and if $P$ adjusts locally, the film's part cancels to first order at fixed average $D$. The first-order remainder comes from the electrodes. If they share $s$ equally, it is $s\,eNd/8$ in magnitude, or 4.5 mV here. The film's second-order part adds about 1.6 mV for either sign of the charge, so the shift in the preferred state is about 3 or 6 mV.
- **Flexoelectricity.** A strain difference of 0.5 % across the film, with a rough coupling of 5 V, gives 25 mV.
- **Polarization gradients.** The correlation length $\sqrt{\kappa/2a}$, 0.41 nm, applies to variations within the plane. Along the normal, a change of $P$ at fixed $D$ also costs field energy. This adds $1/\varepsilon_b$ to the curvature $2a$ and shortens the length to $\ell=\sqrt{\kappa/(2a+1/\varepsilon_b)}$, about 0.08 nm. That is below the lattice spacing, so the continuum value is only a rough guide. A short $\ell$ does not make surface effects small. A surface that forces $P=0$ acts like an addition of about $\ell/\varepsilon_b$ to $s$. Two such surfaces would more than triple $s$ here and raise $d^*$ considerably. The results above assume surfaces that do not suppress the polarization.
- **Leakage.** For a flat barrier of 1 eV and the free electron mass, the tunnelling exponent at $d^*$ is about 150. A field in the film lowers it somewhat, but the transmission stays negligible. The thermionic limit is $1.7\times10^{-10}$ A/cm² at 300 K but about 24 A/cm² at 778 K. At this limit, a capacitance measurement at the 20 nm peak would face severe leakage at frequencies up to a few MHz.

By (10), $L^*$ changes by about two thirds of the relative change in $V_b$. A bias error of 46 mV at $d^*$, 15 % of $V_b$, would move $d^*$ by roughly 1.5 nm. The space charge considered above has a much smaller effect when the electrodes share $s$ equally, since its bias shift is then only a few millivolts.

## Use for real films

The largest applied switching field in the 20 nm example, $|V_-|/d=0.38$ MV/cm, is below the roughly 1 MV/cm or more that good thin perovskite films withstand. The least certain inputs are $s$ and $V_b$. The total $s\varepsilon_0=0.10$ Å describes very good screening. With totals of 0.2 and 0.46 Å, (9) gives $d^*=19.5$ and 31 nm, while doubling $V_b$ gives 24 nm. As for $V_b$, interface dipoles can make it differ strongly from the difference of vacuum work functions, so the loop shift of the actual stack is a better guide. That shift equals $-V_b$ only if both edges have coercive fields of equal size, which easier nucleation in one direction would prevent. Uniform switching is an assumption that real devices can break. Defects and edges help reversed domains to nucleate, which can bring the coercive field well below the intrinsic value. If a thickness-independent coercive field half as large as $E_c^{(0)}$ applied, the $s=0$ estimate would double from 9.5 to 19 nm. For retention of both states at zero voltage, $d^*$ is thus a necessary thickness within this model, not a sufficient one. Most of the computed values are collected in the numerical output.

## Computed values

```
stack test: odd energy, numeric  -0.35145 (dimensionless)
stack test: odd energy, formula  -0.35145 (dimensionless)
T0 thick film                    700 K
temperature of use               300 K
alpha0                           7.50e+05 m/(F K)
beta                             4.00e+09 m^5/(C^2 F)
background eps_b/eps0            7.0
total effective screening length 0.10 angstrom
s                                1.129 m^2/F
Vb                               0.30 V
a at 300 K                       3.00e+08 m/F
eps_b a                          0.0186
eps_b s                          0.070 nm
P0 thick film, 300 K             27.4 uC/cm2
s P0                             0.309 V
intrinsic Ec thick film          0.316 MV/cm
20 nm: E_b                       0.149 MV/cm
20 nm: Ec at 300 K               0.232 MV/cm
20 nm: Tc                        625 K
20 nm: P at Tc                   15.5 uC/cm2
20 nm: peak temperature T_m      778 K
20 nm: P at T_m                  9.8 uC/cm2
20 nm: chi_max/eps0              492
20 nm: second well below T*      382 K
20 nm: loop edges                -0.765, 0.165 V
10 nm: E_b                       0.298 MV/cm
10 nm: Ec at 300 K               0.157 MV/cm
10 nm: Tc                        550 K
10 nm: P at Tc                   19.5 uC/cm2
10 nm: peak temperature T_m      793 K
10 nm: P at T_m                  12.3 uC/cm2
10 nm: chi_max/eps0              311
10 nm: second well below T*      166 K
10 nm: loop edges                -0.458, -0.142 V
20 nm: P of both wells, 300 K    -20.7, 27.3 uC/cm2
10 nm: P of the only well, 300 K 27.3 uC/cm2
10 nm, Vb=0: P of both wells     -21.7, 21.7 uC/cm2
d* at 300 K                      14.69 nm
d* for s=0                       9.49 nm
symmetric critical thickness     3.69 nm
d* with sixth-order term         14.90 nm (gamma 1e+10)
wall energy                      12.2 mJ/m2 (kappa 1e-10 m^3/F)
correlation length               0.41 nm
20 nm: walls excluded if closer  7.0 um
20 nm, Vb=0: same limit          6.4 nm
20 nm: critical nucleus radius   1.67 nm
20 nm: nucleation barrier        8.0 eV = 311 kT
one nonlinear electrode, even V  -0.99 mV (EF 2 eV)
20 nm: skewed space charge       46 mV (N 1e+19 cm-3)
flexoelectric bias               25 mV (5 V x 0.5 %)
tunnel exponent at d*            150 (barrier 1 eV)
thermionic limit, 300 K          1.7e-10 A/cm2
thermionic limit, 20 nm T_m      2.4e+01 A/cm2
20 nm: largest switching field   0.38 MV/cm
```
